Does the zero-energy peak sink as the quasiparticle weight vanishes?

**The argument under comment**

The argument concerns a correlated oxide driven towards its Mott transition, as in a resistive switch. It runs as follows. "In the metal each momentum contributes a quasiparticle peak of weight Z. The local spectrum is the sum over momenta. At zero energy it is therefore Z times the bare density of states, and since Z → 0 at the transition, the central peak sinks continuously to nothing. Spectra of finite resolution show this sinking."

The second sentence is sound, and so is the first for momenta near the Fermi surface, which are the ones that matter at zero energy. The third needs examination, in a model where it can be settled.

**Model and conventions**

Take the one-band Hubbard model with repulsion U, at half filling, in dynamical mean-field theory (DMFT): the self-energy Σ(ω) is local and magnetic order is excluded. Energies and frequencies share one unit (ħ = 1), and ω = 0 is the Fermi level. The bare density of states per spin, ρ₀(ε), is normalized to one, even, and continuous at ε = 0. The temperature is zero until stated otherwise.

DMFT replaces the lattice by one interacting site in a self-consistent bath. The site energy is

Un↑n↓ − μ(n↑+n↓) = U(n↑−½)(n↓−½) + (U/2−μ)(n↑+n↓) − U/4.

Exchanging particles and holes reverses the sign of each bracket (n−½), so the first term is unchanged. An even bath is also unchanged. The symmetry therefore requires μ = U/2, and the local spectrum A(ω) is even. Define S(ω) = Σ(ω) − U/2. The local Green function is

G(ω) = ∫dε ρ₀(ε)/(ζ−ε), ζ = ω + i0 − S(ω), A = −Im G/π.

Writing G(ω) = ∫dν A(ν)/(ω+i0−ν) and substituting ν → −ν shows that an even A gives G(−ω) = −G(ω)*. The Green function G₀ of the same site and bath without U has the same property. Since S = 1/G₀ − 1/G, it follows that S(−ω) = −S(ω)*, and hence Re S(0) = 0 wherever S is regular.

**What happens to the imaginary part**

An electron added at energy ω > 0 can decay into n+1 particles and n holes. Their 2n+1 excitation energies are positive and sum to ω, which leaves a phase-space volume ω²ⁿ/(2n)!. If the decay amplitudes stay finite, n = 1 dominates:

−Im S(ω) = Bω² + …, B ≥ 0, so Im S(0) = 0.

Finite amplitudes and a regular S are the Fermi-liquid assumption. It defines the metal discussed here; it is not derived from the Hamiltonian.

**The height**

With S(0) = 0, ζ at the Fermi level is simply i0. Using 1/(i0−ε) = −P(1/ε) − iπδ(ε),

A(0) = ∫dε ρ₀(ε) δ(ε) = ρ₀(0).

The quasiparticle weight, defined by 1/Z = 1 − ∂Re S/∂ω at ω = 0, does not appear. Z measures the slope of S, whereas the height depends on its value.

The faulty step can now be located. Near ω = 0, ζ ≈ ω/Z, and a state of bare energy ε has the spectrum

A(ε,ω) ≈ δ(ω/Z − ε) = Z δ(ω − Zε).

Its weight is indeed Z, but its energy has moved from ε to Zε. The levels are crowded together, and their density at ω is ρ₀(ω/Z)/Z. The two factors cancel in the sum:

A(ω) ≈ Z · ρ₀(ω/Z)/Z = ρ₀(ω/Z).

The argument kept the reduced weight and forgot the increased density. The area of this coherent band is ∫dω ρ₀(ω/Z) = Z, so the lost weight must come out of the width.

**The width, with damping included**

Let ρ₀ be a semi-ellipse of half-width D, with ρ₀(0) = 2/(πD). Its Green function obeys

D²G²/4 − ζG + 1 = 0.

With g = DG/2 this becomes ζ/D = (g+1/g)/2. The two roots have product one, and the physical root, which decays as 1/ζ, has |g| ≤ 1. Put g = r e^(−iθ). Then

A/A(0) = r sin θ, Re ζ/D = ½(r+1/r) cos θ.

At or above half height, sin θ ≥ 1/(2r), so cos²θ ≤ 1 − 1/(4r²). With u = r²,

(Re ζ/D)² ≤ ¼(u+2+1/u)(1−1/(4u)) = ¼[u + 7/4 + 1/(2u) − 1/(4u²)].

The bracket has derivative 1 + (1−u)/(2u³), which is positive for u ≤ 1. Its largest value, at u = 1, is 3. Therefore

|ω − Re S(ω)| ≤ (√3/2)D wherever A(ω) ≥ A(0)/2,

whatever the damping. If ω − Re S ≥ cω/Z up to the half-height point, with c > 0 fixed as Z falls, the full width at half maximum is at most √3ZD/c. It then vanishes with Z.

The tip can be treated without that condition. For small ζ, the physical root gives A = (2/πD²)[Re√(D²−ζ²) − Im ζ]. Inserting ζ = ω/Z + iBω² and √(D²−ζ²) ≈ D − ζ²/(2D),

A(ω)/A(0) = 1 − ω²[1/(2Z²D²) + B/D] + O(ω⁴).

Since B ≥ 0, damping makes the tip sharper and leaves its height alone.

**A worked case**

Take D = 1 eV, so that ρ₀(0) = 0.6366 eV⁻¹ per spin. The self-energy is computed by iterated perturbation theory (IPT): second order in U, with the bath made self-consistent. By the golden rule,

−Im S(ω) = πU² ∫∫∫ r(a)r(b)r(c) δ(ω−a−b−c) da db dc, for a, b, c > 0,

where r is the spectrum of G₀. The quadratic equation gives 1/G = ζ − D²G/4, hence 1/G₀ = 1/G + S = ω − D²G/4. At ω = 0, G = −2i/D, so G₀ = −2i/D and r(0) = 2/(πD). The triple integral tends to r(0)³ω²/2, and

B = πU²r(0)³/2 = 4U²/(π²D³).

For U = 2 eV this is 1.621 eV⁻¹; the full calculation gives 1.623. With Z = 0.3465 the tip coefficient is 1/(2·0.3465²) + 1.621 = 5.785 eV⁻², against 5.792 from the computed spectrum. A state of bare energy 0.2 eV appears at 0.0690 eV, where Zε = 0.0693 eV. Its weight within 0.06 eV on either side of Zε is 0.338, close to Z.

As U rises from 1 to 2 to 2.5 eV, the full width falls from 1.26 to 0.52 to 0.31 eV, while the height stays at 0.6366 eV⁻¹. At half height ω − Re S is 0.784, 0.801 and 0.834 eV, below the bound of 0.866 eV. At 2.5 eV the weight between the minima beside the peak is 0.186, near Z = 0.195. A flat band of the same half-width, at U = 2 eV, gives 0.500 eV⁻¹, its own bare value 1/(2D).

**Why the peak can still appear to sink**

The last sentence of the argument deserves a separate answer. A Lorentzian resolution of half-width η turns the height at zero energy into

∫dν A(ν)(η/π)/(ν²+η²) = −Im G(iη)/π.

This holds for the full spectrum. Photoemission records only the occupied part, which at zero temperature gives half this value at zero energy, because A is even.

For the coherent band, ζ = iη/Z. With y = η/(ZD), the semi-ellipse gives

seen height/A(0) = √(1+y²) − y.

Setting this to ½ gives 1 + y² = (y+½)², so y = ¾: a blur η = ¾ZD halves the peak. When ZD ≪ η the right side tends to 1/(2y), and the coherent contribution becomes Z/(πη). Here is the factor Z of the original argument. It belongs to a peak narrower than the resolution.

IPT at kT = 0.5 meV, with the true height extrapolated to zero frequency, gives for a fixed Lorentzian resolution of full width 0.10 eV:

U = 1.0 eV: Z = 0.740, true 0.637, seen 0.596 eV⁻¹
U = 2.5 eV: Z = 0.195, true 0.637, seen 0.498 eV⁻¹
U = 3.0 eV: Z = 0.073, true 0.637, seen 0.342 eV⁻¹
U = 3.1 eV: Z = 0.052, true 0.637, seen 0.277 eV⁻¹

For the last line y = 0.05/0.0517 = 0.967, and the coherent formula gives 0.6366·(1.391−0.967) = 0.270 eV⁻¹. The small remainder comes from the departure of S from a straight line. The loss also depends on the shape of the resolution: at U = 2.5 eV a Gaussian of the same full width leaves about 0.62 eV⁻¹, where the Lorentzian leaves 0.498. The Lorentzian half-width that halves the peak shrinks from 0.645 eV at U = 1 eV to 0.040 eV at 3.1 eV, where ¾ZD = 0.039 eV. At U = 2 eV it is 0.331 eV against 0.260 eV, so the coherent estimate is about a fifth too low there. It is exact at U = 0, where S vanishes, and within IPT it improves towards the transition. That close approach should not be assumed beyond IPT: diagonalizing the site with seven bath levels leaves ¾ZD about a third too low at U = 2 eV and more than a quarter too low at 2.5 eV, and whether the estimate becomes exact as Z → 0 is not settled here.

**Where pinning ends**

In the insulator S has a pole at ω = 0. Then |ζ| → ∞, G → 0 and A(0) = 0. At zero temperature the height therefore jumps from ρ₀(0) to zero when the metal is lost, even if Z has gone to zero smoothly.

Away from particle-hole symmetry, suppose Im Σ(0) = 0 and μ − Re Σ(0) equals the bare Fermi energy, which is Luttinger's condition for a local self-energy. The same integral then pins the height to ρ₀ at that energy.

The derivation also uses a self-energy that does not depend on momentum. One that does can change the height, though it need not. Suppose, for example, that at half filling Re S(0) = αε for a state of bare energy ε, with a constant α > −1. The integral then contains δ((1+α)ε) and gives A(0) = ρ₀(0)/(1+α). For α = 1/Z − 1 the quasiparticle band does not narrow at all, and the height is indeed Zρ₀(0).

At finite temperature Im S(0) = −γD, so ζ = iγD and

A(0) = (2/πD)[√(1+γ²) − γ].

In second order, the triple integral now runs over all energies, positive and negative, each r in it acquires a factor F(a) = 1/(1+e^(−a/kT)), and the mirror process adds an equal term at ω = 0. From

F(a)F(x−a) = [F(a)−F(a−x)]/(1−e^(−x/kT)),

integration over a gives x/(1−e^(−x/kT)). Multiplying by F(−x) and integrating gives ∫dx x/[2 sinh(x/kT)] = π²(kT)²/4. Doubling this, with r constant over a few kT,

γD = B(πkT)².

At U = 1 eV and 100 K this is 0.297 meV, against 0.298 meV computed. At U = 2.5 eV and 300 K, IPT gives a damping of 0.022 eV and a height of 0.623 eV⁻¹. At 1000 K the damping is about 17 eV (16.6 to 16.8 eV depending on the frequency grid) and the height 0.019 eV⁻¹: the low-temperature law has failed completely and the peak is gone. The limit T → 0 must therefore be taken before Z → 0.

**How far the numbers can be trusted**

IPT is approximate. Diagonalizing the site with five bath levels, which treats U without expansion but discretizes the bath, gives Z = 0.29 and 0.13 at U = 2 and 2.5 eV, where IPT gives 0.35 and 0.20. These diagonalization values are read at an imaginary frequency of 0.031 eV. At U = 2.5 eV the slope at zero gives 0.12, and fitting the bath on a finer frequency grid lowers it to 0.10, so the second digit is not converged. At U = 2 eV seven bath levels and a finer grid lower 0.29 to 0.28 at the same frequency and to about 0.27 from the slope at zero. The height at an imaginary frequency of 10⁻⁵ eV is 0.6366 eV⁻¹ in both cases. This is a consistency check rather than independent evidence: a small symmetric bath with a level at zero can give the same height even when its parameters are not self-consistent. The solvers also disagree about where the metal ends: at U = 3.1 eV, diagonalization at 58 K gives an insulator even when started from a metallic bath. The IPT values at the largest U therefore illustrate what a small Z does to the spectrum; they do not locate the transition.

IPT may also understate thermal damping, because its B does not grow as 1/Z². If ZD is the one low-energy scale, a plausible guess is γ ~ (πkT/ZD)² with unit coefficient. At 300 K and U = 2.5 eV this gives a height near 0.54 or 0.42 eV⁻¹, depending on which Z is used. But πkT is then already 0.4 to 0.65 of ZD, too large for a low-temperature law. Diagonalization at 300 K with five bath levels in fact finds no metal at this U, even when started from a metallic bath: −Im S grows towards zero frequency and the central peak is gone. At U = 3 eV the formula returns about 0.23 eV⁻¹, but there πkT exceeds ZD, and that number should not be relied on either.

The parameters lie roughly in the range of narrow-band 3d oxides considered for Mott switches: bands a couple of eV wide and a repulsion of a few eV. A switch meant for use at room temperature, which also heats up when switched, does not meet the zero-temperature assumption. At U = 2.5 eV and 300 K, IPT still gives a nearly pinned peak while diagonalization gives none, so the zero-temperature height must not be carried over to such a switch. Orbital degeneracy and lattice distortion are absent from the model, and their effect is not estimated.

Excluding magnetism is also a strong assumption. With z neighbours and hopping t, the exchange is J = 4t²/U, the semi-ellipse has zt² = D²/4, and spin-½ mean-field theory orders at kT = zJ/4 = D²/(4U). For U = 2.5 eV this is 0.10 eV, or about 1160 K. The formula holds for U well above the bandwidth, so it gives only a scale here, but it shows that an unfrustrated lattice could order before the pinned metal is reached.

**Recommendation**

The claim A(0) = Zρ₀(0) should be withdrawn for the zero-temperature metal with a local self-energy, as in DMFT. A measured loss of height near the transition should first be compared with the resolution and with kT, both relative to ZD. A loss that remains may come from effects left out of this model, such as static disorder or a self-energy that depends on momentum. The numerical output follows; it does not include the diagonalizations at 58 K and 300 K, the bath fit on a finer frequency grid, the seven-level baths, the grid variation at 1000 K, the baths that are not self-consistent, or the Gaussian resolution.

Computed values

```
half-bandwidth D = 1.0 eV
bare density of states at zero = 0.63662 1/eV per spin
real-axis step = 1.0 meV
real-axis IPT, T = 0 (heights in 1/eV per spin, widths in eV):
U = 1.0 eV: Z = 0.7395, height = 0.63662, FWHM = 1.2571, sqrt3*Z*D = 1.2808
   w-ReS at half height = 0.7842 eV
U = 2.0 eV: Z = 0.3465, height = 0.63662, FWHM = 0.5235, sqrt3*Z*D = 0.6002
   w-ReS at half height = 0.8013 eV
U = 2.5 eV: Z = 0.1954, height = 0.63662, FWHM = 0.3070, sqrt3*Z*D = 0.3385
   w-ReS at half height = 0.8336 eV
half-height bound sqrt(3)D/2 = 0.8660 eV
imaginary-axis IPT, kT = 0.5 meV = 5.8 K;
   'seen' = height through Lorentzian of full width 0.10 eV:
U = 1.0 eV: Z = 0.7395, height = 0.63662, seen = 0.5956 1/eV, halving blur = 0.6449 eV, 3ZD/4 = 0.5546 eV
U = 2.0 eV: Z = 0.3465, height = 0.63662, seen = 0.5537 1/eV, halving blur = 0.3313 eV, 3ZD/4 = 0.2599 eV
U = 2.5 eV: Z = 0.1954, height = 0.63662, seen = 0.4980 1/eV, halving blur = 0.1689 eV, 3ZD/4 = 0.1466 eV
U = 2.8 eV: Z = 0.1190, height = 0.63661, seen = 0.4279 1/eV, halving blur = 0.0961 eV, 3ZD/4 = 0.0892 eV
U = 3.0 eV: Z = 0.0731, height = 0.63661, seen = 0.3419 1/eV, halving blur = 0.0570 eV, 3ZD/4 = 0.0548 eV
U = 3.1 eV: Z = 0.0517, height = 0.63661, seen = 0.2768 1/eV, halving blur = 0.0397 eV, 3ZD/4 = 0.0388 eV
U = 2.5 eV, seen height from real-axis spectrum = 0.4979 1/eV
U = 2.5 eV: peak weight between minima = 0.1856, minima at +-0.225 eV
U = 2.5 eV, step doubled: shift of Z = -7.9e-06, of height = -2.4e-06 1/eV
U = 2 eV: B computed = 1.6228, B formula = 1.6211 1/eV
U = 2 eV: tip curvature = 5.792, formula = 5.785 1/eV^2
U = 2 eV, bare level 0.2 eV: peak at 0.0690 eV, Z*level = 0.0693 eV, weight = 0.3375
flat band, U = 2 eV: height = 0.50000, bare = 0.50000 1/eV
ED, U = 2.0 eV: Z = 0.2906, height = 0.63660 1/eV, Im S(i*1e-5 eV) = -2.5e-05 eV
ED, U = 2.5 eV: Z = 0.1255, height = 0.63657 1/eV, Im S(i*1e-5 eV) = -7.2e-05 eV
U = 1 eV, 100 K: damping = 0.2976 meV, law = 0.2970 meV
IPT, U = 2.5 eV, 300 K: kT = 25.85 meV, damping = 0.0217 eV, height = 0.6230 1/eV
IPT, U = 2.5 eV, 1000 K: kT = 86.17 meV, damping = 16.5974 eV, height = 0.0192 1/eV
300 K coherence estimate, U = 2.5 eV, IPT Z: height ~ 0.54 1/eV
300 K coherence estimate, U = 2.5 eV, ED Z: height ~ 0.42 1/eV
300 K coherence estimate, U = 3.0 eV, IPT Z: height ~ 0.23 1/eV
mean-field magnetic ordering scale, U = 2.5 eV: 0.100 eV = 1160 K
```
